# Langevin saturation: how a static bias lowers differential orientational susceptibility

In a field of 1 MV/cm at 400 K, a free dipole of 0.17 e nm has a mean cosine of only 0.16 with the field. It is far from aligned. Yet the model treated here gives a response to a small additional field that is already 4.7 percent below its zero-bias value, while the ratio of polarization to field has fallen by only 1.6 percent. Why is the loss near 5 percent, and why do the two measures differ by a factor of about three?

## The model and the claim

Consider $N$ dipoles per unit volume, each a classical vector of fixed magnitude $\mu$ that can turn freely. They don't interact, and they are in equilibrium at temperature $T$. The algebra is in atomic units, with $k$ kept as the symbol for Boltzmann's constant. Let $F$ be the static directing field, meaning the field that actually turns a dipole. It need not equal the mean field applied to the material.

With $c=\cos\theta$ the cosine of the angle between dipole and field, the energy is $-\mu Fc$. The ratio of field energy to thermal energy is

$$x=\frac{\mu F}{kT}.$$

A weak probe field is now added parallel to $F$, slowly enough for the orientations to stay in equilibrium. The differential susceptibility is $\chi(F)=dP/dF$, where $P$ is the orientational polarization. The claim is

$$\frac{\chi(F)}{\chi(0)}=1-\frac{x^2}{5}+\frac{2x^4}{63}-\cdots,$$

so that the leading fractional reduction is $(\mu F/kT)^2/5$.

## First derivation: the full orientational integral

Without a field all directions are equally likely. The element of solid angle is $\sin\theta\,d\theta\,d\phi$, so $c$ is uniformly distributed between $-1$ and $1$. The normalized partition function is

$$Z=\frac12\int_{-1}^{1}e^{xc}\,dc=\frac{\sinh x}{x}.$$

Differentiating $\ln Z$ with respect to $x$ brings down one factor $c$ and divides by $Z$, which gives the mean cosine, the Langevin function:

$$L(x)=\langle c\rangle=\frac{d\ln Z}{dx}=\coth x-\frac1x.$$

The polarization is $P=N\mu L(x)$. Since $dx/dF=\mu/kT$,

$$\chi(F)=\frac{N\mu^2}{kT}L'(x),\qquad L'(x)=\frac1{x^2}-\frac1{\sinh^2x}.$$

To expand $L$, put it over a common denominator:

$$L=\frac{x\cosh x-\sinh x}{x\sinh x}
=x\,\frac{\frac13+\frac{x^2}{30}+\frac{x^4}{840}+\cdots}{1+\frac{x^2}{6}+\frac{x^4}{120}+\cdots}.$$

The numerator coefficients are $1/2!-1/3!$, $1/4!-1/5!$ and $1/6!-1/7!$. Write $L=l_1x+l_3x^3+l_5x^5+\cdots$, multiply by the denominator and compare powers:

$$l_1=\frac13,\qquad l_3=\frac1{30}-\frac{l_1}{6}=-\frac1{45},$$

$$l_5=\frac1{840}-\frac{l_3}{6}-\frac{l_1}{120}=\frac{9+28-21}{7560}=\frac2{945}.$$

Differentiation term by term gives

$$L'(x)=\frac13-\frac{x^2}{15}+\frac{2x^4}{189}-\cdots.$$

At zero bias $L'(0)=1/3$, hence $\chi(0)=N\mu^2/(3kT)$. Division by this value multiplies the series by 3 and proves the claim.

### How good is the leading term?

The closed form also bounds the error. Let $t=x^2$ and

$$S(t)=\frac{\sinh^2x}{x^2}=\frac{\cosh2x-1}{2x^2}=\sum_{n\ge0}a_nt^n,\qquad a_n=\frac{2^{2n+1}}{(2n+2)!}.$$

The first coefficients are $1,\,1/3,\,2/45,\,1/315$, and $a_{n-1}/a_n=(n+1)(2n+1)/2$. Since $3L'=(3/t)(1-1/S)$, the inequality $3L'\ge1-t/5$ is equivalent to $qS\ge1$, with

$$q=1-\frac t3+\frac{t^2}{15}.$$

In the product $qS$ the coefficients of $t$ and $t^2$ vanish. For $n\ge3$ the coefficient is $a_n-a_{n-1}/3+a_{n-2}/15$. There $a_{n-2}/a_{n-1}=n(2n-1)/2\ge15/2$, so the last term is at least $a_{n-1}/2$ and outweighs the negative one. The inequality holds.

For an upper bound, replace $q$ by $q-2t^3/189$. The coefficient of $t^3$ is then also zero. For $n\ge4$ the new term is $-2a_{n-3}/189$, and $a_{n-3}/a_{n-2}\ge15/2$ makes it larger in size than $a_{n-2}/15$. Also $a_n<a_{n-1}/3$. All these coefficients are negative, so the product is at most 1. Together,

$$1-\frac{x^2}{5}\le\frac{\chi(F)}{\chi(0)}\le1-\frac{x^2}{5}+\frac{2x^4}{63}.$$

The leading term therefore never understates the reduction in this model, and overstates it by at most $2x^4/63$. At $x=0.5$ it gives 5.00 percent against the full 4.81 percent. It is 10 percent too large, relative to the full reduction, at $x=0.79$. At $x=2$ it gives 80 percent where the full result is 48 percent. For large $x$ the term $1/\sinh^2x$ is exponentially small and $\chi(F)/\chi(0)$ tends to $3/x^2$: the dipoles are nearly aligned and little response remains.

### Why the chord falls more slowly

The ratio $P/F$ is the slope of the chord from the origin to a point on the polarization curve. Relative to its zero-field value it is

$$\frac{3L(x)}{x}=1-\frac{x^2}{15}+\cdots.$$

The cubic term $-x^3/45$ is divided by $x$ in the chord but differentiated in the tangent. Differentiation supplies the factor 3 between $x^2/15$ and $x^2/5$.

A probe perpendicular to the bias measures the chord. A small transverse field $f$ turns the total field through the angle $f/F$ and changes its magnitude only at order $f^2$. The polarization turns with the field, so its transverse part is $Pf/F$ and the transverse susceptibility is $P/F$. The fraction $x^2/5$ thus belongs to a parallel probe.

## Second derivation: fluctuations and zero-field moments

The same coefficient follows without evaluating $Z$. Let $\langle\cdot\rangle_0$ denote an average without field. In the field,

$$\langle A\rangle=\frac{\langle Ae^{xc}\rangle_0}{\langle e^{xc}\rangle_0}.$$

Set $A=c$ and differentiate with respect to $x$. The numerator gives $\langle c^2\rangle$ and the denominator gives $-\langle c\rangle^2$:

$$\frac{d\langle c\rangle}{dx}=\langle c^2\rangle-\langle c\rangle^2.$$

The differential response is therefore the variance of $c$ in the biased state. A bias lowers the response if it narrows this spread.

Let $m_2=\langle c^2\rangle_0$ and $m_4=\langle c^4\rangle_0$. Odd moments vanish by symmetry. Expanding the exponentials to second order in $x$,

$$\langle c^2\rangle=\frac{m_2+\frac12m_4x^2}{1+\frac12m_2x^2}
=m_2+\frac{x^2}{2}(m_4-m_2^2)+O(x^4),$$

$$\langle c\rangle^2=m_2^2x^2+O(x^4).$$

Subtraction gives

$$\frac{d\langle c\rangle}{dx}=m_2+\frac{x^2}{2}(m_4-3m_2^2)+O(x^4).$$

For uniform $c$, $m_2=1/3$ and $m_4=1/5$. The bracket, the fourth cumulant of $c$, is $1/5-1/3=-2/15$. The response is $1/3-x^2/15$, and division by $1/3$ again gives $1-x^2/5$.

This route shows two competing changes. The bias raises $\langle c^2\rangle$ by $2x^2/45$, which alone would increase the response. It raises $\langle c\rangle^2$ by $5x^2/45$, and this larger term is subtracted. The variance falls by the difference, $3x^2/45=x^2/15$.

Direct numerical integration of the variance at $x=0.05$ gives $0.19992$ for the fractional reduction divided by $x^2$. The series predicts $1/5-2x^2/63=0.19992$.

## What each derivation assumes

Both derivations need classical equilibrium, a fixed dipole magnitude, an energy linear in $F$ and independent dipoles. They differ in what they require of the zero-field orientations.

The first uses their uniform distribution over the sphere from the start. In return it gives the response at every $x$, the saturation limit and the error bound.

The second needs a small $x$, but only a distribution symmetric under $c\to-c$. Its general result is

$$\frac{\chi(F)}{\chi(0)}=1+\frac{m_4-3m_2^2}{2m_2}x^2+O(x^4).$$

It shows which part of the result is special to free rotation. If each dipole can point only along or against the field, $m_2=m_4=1$ and the reduction is $x^2$, five times larger at the same $x$. The closed form agrees: now $Z=\cosh x$, so the response is $1/\cosh^2x=1-x^2+\cdots$.

Even the sign can change. Suppose a fraction $w$ of the zero-field weight lies equally at $c=\pm1$ and the rest at $c=0$. Then $m_2=m_4=w$, and the relative change is $(1-3w)x^2/2$. For $w<1/3$ a weak bias increases the response (a strong one lowers it again, beyond $x=2.3$ for $w=0.25$): the weight drawn out of the transverse state raises $\langle c^2\rangle$ by more than $\langle c\rangle^2$ grows. The number $1/5$ is thus a property of isotropic orientation, not of dipoles in general.

## A dye in a softened polymer

The example takes its scale from the poling of PMMA lightly doped with the azo dye Disperse Red 1, just above the glass transition. The inputs are rough: $\mu=0.17$ e nm, $T=400$ K, 0.1 dye molecules per nm³ and a host permittivity of 4. The directing field is chosen as 1 MV/cm, which is 0.1 V/nm. Then

$$\mu F=0.17\times0.1=0.0170\ \text{eV},\qquad x=\frac{0.0170}{0.03447}=0.493.$$

The leading reduction is $0.4932^2/5=4.86$ percent. The next term takes back 0.19 percentage points, and the full result is 4.68 percent.

The zero-bias orientational polarizability per dye, $\mu^2/(3kT)$ in atomic units, is 2716 bohr³, or 0.402 nm³. If the mean probe field acts on each dye, the dye part of the permittivity is $4\pi\times0.1\times0.4024=0.506$. The bias lowers it by 0.024, or 0.53 percent of the total permittivity.

### Which field turns the dipole?

For a spherical site, this correction moves the number more than the others estimated here. Model the dye's site as an empty sphere of radius $R$ in a host of permittivity $\epsilon$, with applied field $E$. In this paragraph $r$ is the distance from the sphere's center and $c$ the cosine of the angle between the position vector and the field. Let the inside field be $A$, so that the inside potential is $-Arc$, and let the outside potential be $-Erc+Bc/r^2$. Continuity of the potential and of the normal displacement at $r=R$ require

$$A=E-\frac{B}{R^3},\qquad A=\epsilon\left(E+\frac{2B}{R^3}\right).$$

Eliminating $B$ gives $A=3\epsilon E/(2\epsilon+1)$, which is $1.33E$ for $\epsilon=4$. A directing field of 1 MV/cm then needs only 0.75 MV/cm applied. If 1 MV/cm is instead the applied field, the reduction is 8.1 percent, not 4.7. This figure belongs to the empty sphere, whereas the real dye is polarizable and rod-shaped. A sphere with inner permittivity 2.2, with $\mu$ read as the free-molecule dipole, gives a factor 1.65 and 12 percent; an empty spheroid three times longer along the dipole than across it gives 1.09 and 5.5 percent. In the empty-sphere model the factor 1.33 also enters the dye part of the permittivity twice, once in the field on the dye and once in the moment seen outside, raising it from 0.506 to 0.90 and the 0.53 percent fall of the total to 0.86 percent at the same directing field.

### Corrections of the same order in the field

A molecule more polarizable along its dipole than across it, by an amount $D$, has the extra energy $-DF^2c^2/2$. With $r=DkT/(2\mu^2)$, the exponent in $Z$ becomes $xc+rx^2c^2$, and

$$Z=1+\frac{1}{3}\left(\frac12+r\right)x^2+\frac15\left(\frac1{24}+\frac r2+\frac{r^2}2\right)x^4+\cdots.$$

In $\ln Z$ the coefficient of $x^4$ is the one shown minus half the square of the $x^2$ coefficient:

$$\frac1{120}-\frac1{72}+\left(\frac1{10}-\frac1{18}\right)(r+r^2)=-\frac{1-8r-8r^2}{180}.$$

The moment along the field is $\mu\,d\ln Z/dx$, apart from a part linear in $F$, so the $F^2$ drop in response is multiplied by $1-8r-8r^2$. For a rough $D=0.05$ nm³, $r=0.021$ and the factor is 0.83. This multiplies the absolute drop. The zero-bias value of $d^2\ln Z/dx^2$ also grows, to $(1+2r)/3$, so the drop relative to it is multiplied by 0.80.

Interactions between dyes act the other way in a mean-field estimate. Let their polarization add a field $4\pi P/(3\epsilon)$ to $F$, which in this paragraph excludes that contribution. The fraction of the directing field fed back in the linear regime is $a=0.506/(3\times4)=0.042$. The local variable is $x_l=x+3aL(x_l)$, so

$$\frac{dL}{dx}=\frac{L'(x_l)}{1-3aL'(x_l)},\qquad x_l\simeq\frac{x}{1-a}.$$

Insert $3L'=1-u$ with $u=x_l^2/5$. To first order in $u$ the response is proportional to $1-u/(1-a)$, and the leading reduction becomes $x^2/[5(1-a)^3]$. Here this is a factor of 1.14. The size depends on the assumed feedback field: raising $\epsilon$ by the dye part in the cavity formula above gives only $a=0.01$ to $0.02$. Short-range correlations between neighbouring dyes are not included.

### Measurement and material limits

A probe $p\cos\omega t$, in the units of $x$, also saturates the response slightly. The component of $(x+p\cos\omega t)^3$ at the probe frequency is $3x^2p+3p^3/4$. Multiplication by $-3/45$ and division by $p$ give a total reduction $x^2/5+p^2/20$. At this order, an amplitude of 0.1 MV/cm adds only about 0.01 percent.

Other effects can imitate or distort the signal. The charge and pressure below are for a mean field of 1 MV/cm in the film:

- At fixed density, $\chi(0)\propto1/T$, so heating by 20 K would produce the same fall in the dye part as the bias. The host is polar too: if 1.8 of its permittivity of 4 were orientational and also varied as $1/T$, about 4 K would imitate the fall of 0.024 in the total. Host dipoles of roughly 1.7 D would also saturate, lowering the permittivity by about 0.004.
- A sheet charge of 0.04 µC/cm² inside the film makes a step in the field equal to 10 percent of its mean. The leading reduction goes as the square of the field, so it is 21 to 23 percent larger on the high-field side of the sheet than on the low-field side, depending on where the sheet lies.
- The electrodes press on the film with 0.20 MPa. For a laterally clamped film with a rough bulk modulus of 3 GPa and a much smaller shear modulus, this pressure alone gives a thickness strain of 0.007 percent. The strain goes as the square of the voltage, so the differential capacitance rises by three times this, 0.02 percent, against the 0.53 percent fall from the dye. Because the permittivity also depends on density, electrostriction enlarges the rise: to 0.06 percent if $\epsilon-1$ is proportional to density, and to 0.14 percent, a quarter of the signal, if the whole permittivity follows the Clausius-Mossotti relation.

Among the corrections to the model estimated here, the local field is the least certain and, for a spherical site, the largest: if 1 MV/cm is the applied field, an empty sphere moves the estimate from 4.7 to 8.1 percent, and other shapes and fillings of the site give about 5.5 to 12 percent or more. The measurement also needs a probe slower than dye reorientation; in a rigid glass the free-rotation result doesn't apply. Breakdown limits the accessible range. At a rough breakdown field of 2 MV/cm applied, the cavity estimate gives $x=1.3$ and a reduction of 27 percent, where the full Langevin function is needed. The numerical output lists the inputs and the main results.

## Calculated quantities

```
fourth cumulant of c: -0.13333
quadrature (1-3L')/x^2 at x=0.05: 0.19992
x; leading reduction; full reduction (percent)
0.25; 1.25; 1.24
0.50; 5.00; 4.81
1.00; 20.00; 17.22
2.00; 80.00; 47.81
x where leading term is 10% too large: 0.789
EXAMPLE, rough inputs
dipole: 0.17 e nm
temperature: 400 K
directing field: 1.0 MV/cm
dye density: 0.1 nm^-3
host permittivity: 4.0
EXAMPLE, results
mu F: 0.0170 eV
k T: 0.03447 eV
x: 0.4932
mean cosine L(x): 0.1618
leading reduction x^2/5: 4.865 percent
next term 2x^4/63: 0.188 percent
full parallel reduction: 4.683 percent
full P/F or perpendicular reduction: 1.585 percent
zero-bias orientational polarizability: 0.4024 nm^3
same in atomic units: 2716 bohr^3
dye part of permittivity at zero bias: 0.5057
drop of dye part under bias: 0.0237
drop relative to total permittivity: 0.526 percent
NEGLECTED EFFECTS
polarizability anisotropy, rough input: 0.05 nm^3
anisotropy ratio r: 0.0207
anisotropy multiplies F^2 drop by: 0.831
cavity field / applied field: 1.333
applied field for this directing field: 0.75 MV/cm
reduction if 1 MV/cm is applied: 8.09 percent
dipole feedback fraction a: 0.0421
feedback multiplies leading drop by: 1.138
probe amplitude: 0.1 MV/cm
extra drop from probe p^2/20: 0.0122 percent
breakdown field, rough input: 2.0 MV/cm applied
x at breakdown, with cavity factor: 1.315
reduction at breakdown: 27.0 percent
heating that mimics the reduction: 19.7 K
sheet charge for a 10% field step: 0.0399 uC/cm2
bulk modulus, rough input: 3.0 GPa
electrode pressure: 0.199 MPa
clamped-film thickness strain: 0.0066 percent
```
